# The averaged Yukawa potential of an atomic plane, derived two ways

Take a boron ion at rest 0.04 nm from a {110} plane of silicon, and let it interact with each atom of the plane through a Yukawa potential of range 0.020 nm. Directly above an atom its potential energy is about 341 eV. At the spot between atoms where it is lowest, it is about 0.004 eV. Yet 100 keV boron ions moving at 0.3 degrees to this model plane, in a suitable direction, all turn back at nearly the same distance, 0.0755 nm, with a spread of about 0.0001 nm. They behave as if the plane had no atoms in it, but a smooth potential that depends on distance alone.

## The quantity to be found

Let $Z_1$ and $Z_2$ be the atomic numbers of the ion and of a crystal atom. Their interaction energy at separation $r$ is taken as

$$V(r)=\frac{C}{r}e^{-r/a},\qquad C=Z_1Z_2e^2,$$

where $a>0$ is the screening length. The symbol $e^2$ stands for $e^2/(4\pi\varepsilon_0)=1.440$ eV nm. The energy is positive because the nuclei repel.

The crystal has $N$ atoms per unit volume, arranged in identical, equally spaced planes a distance $d_p$ apart. A slab of thickness $d_p$ and area $A$ belongs to each plane and holds $NAd_p$ atoms, so the plane has areal density

$$\sigma=Nd_p .$$

Put one plane at $y=0$ and spread its atoms uniformly over it. The claim is that the ion then has the potential energy

$$U(y)=2\pi Z_1Z_2e^2Nd_p\,a\,e^{-|y|/a}.$$

For $y\ge0$ the modulus may be dropped. In Rydberg atomic units $e^2=2$, and the prefactor becomes $4\pi Z_1Z_2Nd_pa$.

## First derivation: add up rings

Drop a perpendicular from the ion to the plane. A ring of radius $\rho$ and width $d\rho$ about its foot holds $2\pi\sigma\rho\,d\rho$ atoms, all at distance $r=\sqrt{\rho^2+y^2}$ from the ion. Hence

$$U(y)=2\pi\sigma\int_0^\infty V\!\left(\sqrt{\rho^2+y^2}\right)\rho\,d\rho .$$

Use $r$ as the variable. At fixed $y$, differentiating $r^2=\rho^2+y^2$ gives $r\,dr=\rho\,d\rho$. The lower limit $\rho=0$ becomes $r=|y|$, which is where the modulus comes from. Then

$$U(y)=2\pi\sigma\int_{|y|}^{\infty}\frac{C}{r}e^{-r/a}\,r\,dr
=2\pi C\sigma\int_{|y|}^{\infty}e^{-r/a}\,dr .$$

The growing circumference of the rings has cancelled the $1/r$ of the Coulomb law. What remains is elementary:

$$\int_{|y|}^{\infty}e^{-r/a}dr=\left[-a\,e^{-r/a}\right]_{|y|}^{\infty}=a\,e^{-|y|/a}.$$

With $\sigma=Nd_p$ this is the stated result. The factor $a$ is the length over which screening lets the rings contribute.

Stopping at a disc of radius $R$ shows which atoms matter. The upper limit is then $\sqrt{y^2+R^2}$, and

$$U_R(y)=2\pi C\sigma a\left[e^{-|y|/a}-e^{-\sqrt{y^2+R^2}/a}\right].$$

The disc supplies 90% of $U$ when the second exponential is one tenth of the first, that is, when $\sqrt{y^2+R^2}=|y|+a\ln10$. For $y=0.04$ nm and $a=0.020$ nm the right side is 0.0861 nm, so $R=\sqrt{0.0861^2-0.04^2}=0.076$ nm.

The same formula shows what screening is for. As $a\to\infty$ at fixed $R$, expand both exponentials to first order. The ones cancel, the factor $a$ cancels the $1/a$, and

$$U_R(y)\to2\pi C\sigma\left(\sqrt{y^2+R^2}-|y|\right).$$

This grows without bound as $R$ grows. An infinite plane of unscreened charges has no finite potential energy measured from infinity, although its force, of size $2\pi C\sigma$, is finite.

## Second derivation: solve for the field of a sheet

The second route does no integral over the plane. It starts from the differential equation that the Yukawa potential obeys.

For a function of $r$ alone, $\nabla^2V=(1/r)\,d^2(rV)/dr^2$. Here $rV=Ce^{-r/a}$, whose second derivative is $Ce^{-r/a}/a^2$. Therefore $\nabla^2V=V/a^2$ for $r>0$.

At the origin there is also a source. Its strength follows from the flux of $\nabla V$ through a small sphere of radius $\epsilon$. Since

$$\frac{dV}{dr}=-Ce^{-r/a}\left(\frac1{r^2}+\frac1{ar}\right),$$

the flux is

$$4\pi\epsilon^2\frac{dV}{dr}\bigg|_{\epsilon}=-4\pi C\,e^{-\epsilon/a}\left(1+\frac{\epsilon}{a}\right)\to-4\pi C .$$

The integral of $V/a^2$ over the same sphere vanishes as $\epsilon^2$, so it does not compete. Together,

$$\nabla^2V-\frac{V}{a^2}=-4\pi C\,\delta^3(\mathbf r).$$

This equation is linear, so the potentials of all atoms add and so do their sources. A uniform plane has the source density $\sigma\,\delta(y)$. By symmetry its potential depends on $y$ alone, and

$$\frac{d^2U}{dy^2}-\frac{U}{a^2}=-4\pi C\sigma\,\delta(y).$$

Away from the plane the solutions are $e^{y/a}$ and $e^{-y/a}$. The energy must vanish far away on both sides, which leaves $e^{-y/a}$ above and $e^{y/a}$ below. $U$ is continuous at $y=0$, because a jump would put the derivative of a delta function on the left with nothing to match it. So both sides share one amplitude, $U=Ae^{-|y|/a}$.

Integrate the equation from just below to just above the plane. The term $U/a^2$ contributes nothing over a vanishing interval, and

$$U'(0^+)-U'(0^-)=-4\pi C\sigma .$$

The two slopes are $-A/a$ and $+A/a$, with difference $-2A/a$. Hence $A=2\pi C\sigma a$, as before. The $4\pi$ of a point source has become $2\pi$ because the sheet sends its flux equally to two sides.

## What each derivation assumes

Both take the interactions to be additive and the plane to be infinite, thin and static. They part company over the shape of the interaction and the arrangement of the atoms.

**The ring sum needs uniformity, but not the Yukawa form.** Write the interaction as $V=C\varphi(r)/r$ with a general screening function $\varphi$. The same substitution gives

$$U(y)=2\pi C\sigma\int_{|y|}^{\infty}\varphi(r)\,dr,$$

provided the integral converges. For $y>0$ the force away from the plane is $-dU/dy=2\pi C\sigma\,\varphi(y)$. The force of the averaged plane thus copies the screening function directly, and any fault in $\varphi$ at large $r$ appears at the same distance from the plane.

**The differential equation needs the Yukawa form, or a sum of such terms, but not uniformity.** Keep the atoms at their sites $\mathbf R_j$ and write $\mathbf R$ for position parallel to the plane. The source is now $\delta(y)\sum_j\delta^2(\mathbf R-\mathbf R_j)$. This is periodic, so both it and the potential $\Phi$ are Fourier series over the reciprocal vectors $\mathbf G$ of the plane. With $n$ atoms at positions $\mathbf b$ in the surface cell, the source has coefficients $\sigma S_{\mathbf G}$, where $S_{\mathbf G}=n^{-1}\sum_{\mathbf b}e^{-i\mathbf G\cdot\mathbf b}$. Parallel derivatives turn into $-G^2$, and each coefficient of $\Phi$ obeys

$$\Phi_{\mathbf G}''-q_G^2\,\Phi_{\mathbf G}=-4\pi C\sigma S_{\mathbf G}\,\delta(y),\qquad q_G^2=G^2+\frac1{a^2}.$$

This is the equation already solved, with $1/a$ replaced by $q_G$ and $\sigma$ by $\sigma S_{\mathbf G}$:

$$\Phi_{\mathbf G}(y)=\frac{2\pi C\sigma S_{\mathbf G}}{q_G}\,e^{-q_G|y|}.$$

For $\mathbf G=0$ we have $S=1$ and $q=1/a$, which gives $U(y)$. The uniform-plane result is therefore also the average of the discrete potential over a surface cell. Smearing the atoms and averaging over the ion's position are the same operation.

The other coefficients measure how far a single point departs from the average. The {110} surface cell of silicon is a rectangle of sides 0.384 nm and 0.543 nm. It has one atom at a corner and one displaced by half the short side and three quarters of the long side. The shortest reciprocal vector has $G=2\pi/0.543=11.6$ nm$^{-1}$ and $|S|=|1+i|/2=0.71$. With $1/a=50$ nm$^{-1}$, $q_G=51.3$ nm$^{-1}$. At $y=0.04$ nm the ratio of this coefficient to $U$ is

$$0.71\times\frac{50}{51.3}\times e^{-1.32\times0.04}\approx0.65 .$$

The vectors $\mathbf G$ and $-\mathbf G$ together make a wave of amplitude $1.3\,U$. This one wave is as large as the average, and their ratio changes only slowly with distance, because strong screening makes both fall at nearly the same rate. Waves with larger $G$ fade faster. A count says the same: the disc that supplies 90% of $U$ contains on average $\pi(0.076)^2\times9.59\approx0.17$ atoms. This is why the energies at 0.04 nm run from 0.004 to 341 eV around a mean of 16.4 eV.

## Why a fast ion feels the average

The averaging is done by the motion. Let the ion travel at nearly constant $y$ along a unit vector $\hat{\mathbf v}$ parallel to the plane. Over a path of length $L$, the phase factor of one Fourier component averages to

$$\frac1L\int_{-L/2}^{L/2}e^{i\mathbf G\cdot\hat{\mathbf v}s}\,ds=\frac{\sin x}{x},\qquad x=\tfrac12\,\mathbf G\cdot\hat{\mathbf v}\,L .$$

It becomes small when $|x|\gg1$, and $U$ is left. Two conditions follow. The ion must cover a long path before $y$ changes by about $a$, and no important $\mathbf G$ may be perpendicular, or nearly perpendicular, to its direction.

When they hold, the motion normal to the plane separates. An ion of energy $E$ at angle $\psi$ to the plane has normal kinetic energy $E_\perp=E\sin^2\psi$, and $E_\perp+U(y)$ is conserved to the accuracy of the averaging. An ion that starts at height $y_0$ turns where all of this is potential energy:

$$U(0)e^{-y_{\min}/a}=E_\perp+U(y_0)
\quad\Rightarrow\quad
y_{\min}=a\ln\frac{U(0)}{E_\perp+U(y_0)} .$$

The path length at the turning point follows from the force there, about $E_\perp/a$. With path length $s$ in place of time, Newton's law reads $d^2y/ds^2=F/(2E)$, because $M v^2=2E$. So $y-y_{\min}\approx E_\perp s^2/(4aE)$, which reaches $a$ at $s=2a/\sin\psi$. The ion spends a path of about $4a/\sin\psi$ near its closest approach.

## Boron near a silicon {110} plane

With a rounded lattice constant of 0.543 nm and eight atoms per cubic cell, $N=8/0.543^3=49.97$ nm$^{-3}$. The {110} spacing is $d_p=0.543/(2\sqrt2)=0.1920$ nm, so $\sigma=9.593$ nm$^{-2}$. For $Z_1=5$ and $Z_2=14$, $C=70\times1.440=100.8$ eV nm. Then

$$U(0)=2\pi\times100.8\times9.593\times0.020=121.5\ \text{eV}=8.93\ \text{Ry}.$$

The potential energy falls to 44.7 eV at 0.02 nm, 16.4 eV at 0.04 nm and 1.00 eV at mid-channel, 0.096 nm. The force just outside the plane is $U(0)/a\approx6.1$ keV/nm.

For $E=100$ keV, setting $E\psi^2=U(0)$ gives the characteristic angle $\psi=\sqrt{121.5/10^5}=0.0349$ rad, or 2.0 degrees. This is a scale for planar steering, not a critical angle. An ion that comes close to the plane meets individual atoms, so the average fails, and ions can cross, at angles smaller than this.

At 0.3 degrees, $E_\perp=2.74$ eV. A start at $y_0=0.16$ nm adds $U(y_0)=121.5\,e^{-8}=0.04$ eV, and

$$y_{\min}=0.020\,\ln\frac{121.5}{2.78}=0.0755\ \text{nm}.$$

This can be set against the motion over discrete atoms. Newton's equations were integrated in three dimensions for 100 ions with random starting points above the cell, using the velocity Verlet method with path steps of 0.005 nm. The atoms of the single plane were held fixed, and no other plane was present. In the crystal a start at 0.16 nm would lie only 0.032 nm from the next plane, so this is reflection from one isolated plane, not motion in a channel. In the generic direction, the displacements along the short and long cell sides, each counted in units of that side, were in the ratio $1:1.618$, the golden ratio. Their mean closest approach was 0.0755 nm, as predicted.

The ratio of outgoing to incoming $\sin\psi$ averaged 1.0074, not 1. The small excess is the starting potential energy, returned as motion: $\sqrt{1+0.0408/2.7415}=1.0074$.

The two conditions can be broken one at a time:

- **Shorter path.** At 6.25 keV and 1.2 degrees $E_\perp$ is unchanged, but $4a/\sin\psi$ drops from 15 nm to 3.8 nm. In the same direction, the spread of the sine ratio rises from 0.0004 to 0.09. Its mean is 1.05, more than the starting energy explains, so the normal motion has gained energy from the parallel motion.
- **Motion along a row.** At 100 keV and 0.3 degrees, but along the short cell side, every $\mathbf G$ perpendicular to that side survives the averaging. The ion sees separate rows with gaps between them, and 47 of the 100 ions are on the far side of the plane when the run ends. The sampling error of this count is about 5, and some ions are still close to the plane at that point.

## How far the model is from real silicon

The screening length $a=0.020$ nm is a round model value and a single exponential is a crude screening function. A more realistic choice is the universal function of Ziegler, Biersack and Littmark, a sum of four exponentials in $r/a_u$, with $a_u=0.8854\,a_B/(Z_1^{0.23}+Z_2^{0.23})=0.0143$ nm and $a_B$ the Bohr radius. Averaged over the same plane, it gives 124 eV at $y=0$, within 3% of the Yukawa value. This closeness reflects the choice of $a$: the Yukawa $U(0)$ is proportional to $a$, and $a=0.0205$ nm would match exactly. At 0.04 nm it gives 29.7 eV, 1.8 times as much, and at mid-channel 7.2 eV, 7 times as much. Its slowest exponential has a range of 0.071 nm, far longer than $a$. At the starting height of 0.16 nm it gives about 1.9 eV, so the same test ion would have $2.74+1.9\approx4.7$ eV for its normal motion. This is less than 7.2 eV, so the single-plane turning point would move from 0.0755 nm to beyond mid-channel. The Yukawa result is thus fair for the height of the barrier in this case and poor for the tail of a single plane. Inside a channel the contrast is smaller, because only differences of energy steer the ion and much of the factor 7 is a constant offset. With all planes summed, the curvature of the potential at the channel centre is $8.5\times10^3$ eV/nm$^2$ for the universal function against $5.0\times10^3$ eV/nm$^2$ for the Yukawa form, a factor 1.7. An ion that crosses the centre with $E_\perp=2.74$ eV turns 0.071 nm from the plane instead of 0.066 nm.

The other planes matter near the centre too. For $0\le y\le d_p$, the planes on the two sides form geometric series:

$$\frac{U_{\rm all}(y)}{U(0)}=\frac{e^{-y/a}+e^{-(d_p-y)/a}}{1-e^{-d_p/a}}
=\frac{\cosh[(d_p/2-y)/a]}{\sinh[d_p/(2a)]}.$$

The last step multiplies top and bottom by $e^{d_p/(2a)}$. At 0.04 nm the other planes add 0.4%. At mid-channel they double the energy to 2.0 eV, and the forces from the two sides cancel.

Thermal vibration gives the plane a thickness. Let the normal displacement $t$ be Gaussian with root-mean-square value $u$. When $y$ is positive and well beyond the reach of the displacements, the factor to be averaged is $e^{t/a}$. Completing the square,

$$\frac{t}{a}-\frac{t^2}{2u^2}=-\frac{(t-u^2/a)^2}{2u^2}+\frac{u^2}{2a^2},$$

so $U$ is multiplied by $e^{u^2/(2a^2)}$. For $u=0.008$ nm, a rough room-temperature value, the factor is $e^{0.08}=1.08$. At $y=0$ atoms can only move away from the ion, and numerical integration over the Gaussian gives a reduction to 0.75 of the static value.

Finally, the ion loses energy to electrons. The Lindhard–Scharff estimate, with $v$ the ion speed and $v_0$ the Bohr velocity, is

$$-\frac{dE}{ds}=N Z_1^{1/6}\,\frac{8\pi e^2a_BZ_1Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v}{v_0}\approx0.21\ \text{keV/nm}$$

for boron of mass 11 u. It applies to a random direction. Crossing one plane spacing at 0.3 degrees takes $0.192/\sin0.3^\circ=37$ nm, over which the estimated loss is 7.5 keV, or 7.5% of $E$. The static potential contains neither this loss nor the random kicks from electrons and vibrating atoms that change $E_\perp$. It describes how a plane steers an ion; a dechannelling rate needs those kicks as well.

Numbers in the example were calculated in double precision.
